# Equilibrium coverage of a site row with nearest-neighbour exclusion

## What the Langmuir isotherm gets wrong

Suppose that atoms adsorb on a row of sites and are too large, or repel too strongly, to occupy adjacent sites. The Langmuir isotherm \(y/(1+y)\), with \(y\) the activity defined below, treats every empty site as available. For the indium example below, where \(y=0.919\), it predicts 0.479 atoms per site, whereas the model with exclusion gives 0.269.

The error also runs backwards. Inverting a coverage of 0.269 with the Langmuir formula gives \(y=0.269/0.731=0.368\), too small by a factor of 2.5. If that activity is used to extract a binding energy at 850 K, where \(k_BT=0.0732\) eV, the energy comes out too small by \(k_BT\ln 2.5\approx0.07\) eV.

The correct isotherm for an infinitely long row is

\[
\theta=\frac12\left(1-\frac1{\sqrt{1+4y}}\right).
\]

Here \(\theta\) is the number of atoms per site, so its upper limit is \(1/2\). Code that calls the densest layer "full" should use \(2\theta\) as its filling fraction.

## Model and transfer matrix

Let \(n_i=0\) or 1 be the occupation of site \(i\). All sites are equivalent, adjacent atoms are forbidden, and there is no other interaction. Atoms exchange reversibly with a vapour, and \(y\) is the statistical weight of an occupied site relative to an empty one. It is proportional to pressure at fixed temperature, but it is not itself a pressure.

For a ring of \(N\) sites, with \(n_{N+1}=n_1\), the grand partition function is

\[
Z_N=\sum_{\{n_i\}}y^{\sum_i n_i}\prod_{i=1}^{N}(1-n_i n_{i+1}).
\]

The product vanishes if any adjacent pair is occupied and is 1 otherwise. Applying \(y\,d/dy\) to \(y^{\sum n_i}\) brings down the atom number, so the mean coverage is

\[
\theta_N=\frac{y}{N}\frac{d\ln Z_N}{dy}.
\]

Each site belongs to two bonds. Giving each bond half of the site's weight, that is a factor \(\sqrt y\) per occupied end, defines the matrix

\[
T_{nn'}=y^{(n+n')/2}(1-nn'),\qquad
T=\begin{pmatrix}1&\sqrt y\\ \sqrt y&0\end{pmatrix}.
\]

Summing over all occupations multiplies these matrices round the ring, so \(Z_N=\mathrm{Tr}\,T^N\). The eigenvalues follow from

\[
\det(T-\lambda I)=(1-\lambda)(-\lambda)-y=\lambda^2-\lambda-y=0.
\]

With \(s=\sqrt{1+4y}\), they are

\[
\lambda_\pm=\frac{1\pm s}{2},\qquad Z_N=\lambda_+^N+\lambda_-^N.
\]

## Coverage from the largest eigenvalue

Since \(ds/dy=2/s\), the eigenvalue derivatives are \(d\lambda_\pm/dy=\pm1/s\). Differentiating \(\ln Z_N\) cancels the prefactor \(1/N\):

\[
\theta_N=\frac ys\,
\frac{\lambda_+^{N-1}-\lambda_-^{N-1}}{\lambda_+^N+\lambda_-^N}
=\frac{y}{s\lambda_+}\,\frac{1-\rho^{N-1}}{1+\rho^N},
\qquad
\rho=\frac{\lambda_-}{\lambda_+}=-\frac{s-1}{s+1}.
\]

For finite positive \(y\), \(|\rho|<1\). Both powers of \(\rho\) vanish as \(N\to\infty\), which leaves the contribution of the largest eigenvalue:

\[
\theta=y\frac{d\ln\lambda_+}{dy}=\frac{y}{s\lambda_+}
=\frac{2y}{s(1+s)}.
\]

The definition of \(s\) gives \(4y=s^2-1=(s-1)(s+1)\). Substituting \(2y=(s-1)(s+1)/2\) yields

\[
\theta=\frac{s-1}{2s}=\frac12\left(1-\frac1s\right),
\]

which is the stated isotherm.

For numerical work, \(2y/[s(1+s)]\) is the better form at small \(y\), because it avoids subtracting two nearly equal numbers. For a finite ring, the expression in \(\rho\) avoids large powers of \(\lambda_+\).

To recover activity from coverage, use \(1-2\theta=1/s\). Then \(1+4y=(1-2\theta)^{-2}\), and

\[
y=\frac{1-(1-2\theta)^2}{4(1-2\theta)^2}
=\frac{\theta(1-\theta)}{(1-2\theta)^2}.
\]

This inverse requires \(0\le\theta<1/2\). It is badly conditioned near \(1/2\), where a small error in coverage becomes a large error in activity.

## Dilute and dense limits

For \(4y<1\), the binomial series gives

\[
(1+4y)^{-1/2}=1-2y+6y^2-20y^3+\cdots,
\]
\[
\theta=y-3y^2+10y^3-\cdots.
\]

The Langmuir series begins \(y-y^2\). The coefficient 3 appears because an atom blocks its own site and two neighbours.

For large \(y\), \(s\approx2\sqrt y\), so

\[
\theta\approx\frac12-\frac1{4\sqrt y}.
\]

The square root has a simple origin. Pair each atom with the empty site on its right. A dense row is then a sequence of such pairs, with occasional extra empty sites. Removing one atom costs a factor \(y\) and leaves two extra empty sites, so each carries a weight \(y^{-1/2}\). There are about \(1/2\) positions per site at which to insert one, giving an extra-site density \(1-2\theta\approx1/(2\sqrt y)\). This is the result above.

A finite ring approaches the dense limit differently. A ring with odd \(N\) holds at most \((N-1)/2\) atoms, so taking \(y\to\infty\) at fixed \(N\) gives \(1/2-1/(2N)\). In the dense regime, the infinite-row formula gives the small difference from \(1/2\) correctly only if \(N\gg\sqrt y\).

## Open sites and adsorption rates

A rate code needs the probability \(P_{000}\) that a site and both its neighbours are empty. Let \((v_0,v_1)\) be the normalized eigenvector for \(\lambda_+\). In a long ring, the site probabilities are \(v_0^2=1-\theta\) and \(v_1^2=\theta\). The second row of \(Tv=\lambda_+v\) gives \(\sqrt y\,v_0=\lambda_+v_1\), hence

\[
\frac{\theta}{1-\theta}=\frac{y}{\lambda_+^2}.
\]

Three successive empty sites involve two matrix elements \(T_{00}=1\), each divided by \(\lambda_+\). Therefore

\[
P_{000}=\frac{v_0^2}{\lambda_+^2}
=\frac{1-\theta}{\lambda_+^2}=\frac{\theta}{y}
=\frac{(1-2\theta)^2}{1-\theta}.
\]

The last step uses the inverse isotherm. The relation \(\theta=yP_{000}\) is a rate balance. If atoms arrive at rate \(k_{\rm ads}\) on each open site and leave at rate \(k_{\rm des}\) per atom, equilibrium requires

\[
k_{\rm ads}P_{000}=k_{\rm des}\theta,\qquad
y=\frac{k_{\rm ads}}{k_{\rm des}}.
\]

Random placement would replace \(P_{000}\) by \((1-\theta)^3\). This is too large for \(\theta>0\). The neighbour of an empty site is empty with probability \((1-2\theta)/(1-\theta)\), which is smaller than \(1-\theta\) because \((1-\theta)^2-(1-2\theta)=\theta^2\). Random placement allows adjacent atoms, and such a pair blocks fewer sites than two atoms that are not adjacent.

## Correlations and sensitivity

Let \(u\) be the normalized eigenvector for \(\lambda_-\). Orthogonality gives \(u_1^2=1-v_1^2=1-\theta\). Inserting the two eigenvectors between sites separated by \(r\) steps gives

\[
\langle n_0n_r\rangle-\theta^2
=v_1^2u_1^2\rho^r
=\theta(1-\theta)\rho^r .
\]

Since \(\rho\) is negative, the correlation alternates in sign. Its magnitude decays over the length \(\xi=a/\ln(1/|\rho|)\), where \(a\) is the site spacing.

Direct differentiation of the isotherm gives the response to activity:

\[
\frac{d\theta}{d\ln y}=\frac{y}{s^3}
=\theta(1-\theta)(1-2\theta),
\]

because \(y/s^2=\theta(1-\theta)\) and \(1/s=1-2\theta\). The response vanishes in both the empty and the dense limit.

## From vapour pressure to activity

For an ideal monatomic vapour at pressure \(p\) and temperature \(T\), the chemical potential \(\mu\) satisfies

\[
e^{\mu/k_BT}=\frac{p}{k_BT}\frac{\Lambda^3}{g},\qquad
\Lambda=\frac{h}{\sqrt{2\pi mk_BT}},
\]

where \(m\) is the atomic mass and \(g\) the electronic degeneracy. An adsorbed atom in a well of depth \(E\), measured from the well bottom to a gas atom at rest, has the additional weight \(q_{\rm vib}e^{E/k_BT}\). Its electronic state is taken as nondegenerate. For three harmonic modes with zero-point energy included,

\[
q_{\rm vib}=\prod_{j=1}^{3}\frac{1}{2\sinh(\hbar\omega_j/2k_BT)}.
\]

Equality of the chemical potentials in the two phases gives

\[
y=\frac{p}{k_BT}\frac{\Lambda^3}{g}\,q_{\rm vib}\,e^{E/k_BT}.
\]

## Worked example: indium vapour

The parameters are rough values in the regime of molecular-beam epitaxy: \(T=850\) K, \(p=10^{-7}\) Torr, \(E=2.7\) eV, vibrational quanta of 12, 6 and 6 meV, and \(a=0.4\) nm. Here \(p\) is the pressure of an isotropic vapour at the surface temperature, not the beam-equivalent pressure read from an ion gauge; the difference is sized in the last section. The substrate is an unspecified semiconductor surface. Indium enters through its mass, 114.82 u, and its doublet ground state, \(g=2\).

The gas density is \(1.136\times10^{-12}\ \mathrm{nm^{-3}}\), \(\Lambda=0.005588\) nm, \(q_{\rm vib}=908\), and \(e^{E/k_BT}=1.020\times10^{16}\). Thus

\[
y=\frac{(1.136\times10^{-12})(0.005588)^3}{2}
(908)(1.020\times10^{16})\approx0.919.
\]

It follows that \(s=2.162\), \(\lambda_+=1.581\), \(\lambda_-=-0.581\), and

\[
\theta=\frac12\left(1-\frac1{2.162}\right)=0.269.
\]

This is 0.67 atoms per nm of row. The open-site fraction is 0.293, against 0.391 for random placement at the same coverage. Solving \(\theta=y(1-\theta)^3\) instead of the correct balance gives \(\theta=0.306\). The correlation length is 0.40 nm, about one site.

At fixed temperature, the pressure dependence is:

| \(p\) (Torr) | \(y\) | \(\theta\) | Langmuir |
|---|---:|---:|---:|
| \(10^{-8}\) | 0.092 | 0.072 | 0.084 |
| \(3\times10^{-8}\) | 0.276 | 0.155 | 0.216 |
| \(10^{-7}\) | 0.919 | 0.269 | 0.479 |
| \(3\times10^{-7}\) | 2.756 | 0.356 | 0.734 |

At fixed pressure \(10^{-7}\) Torr, the coverage falls from 0.356 at 825 K to 0.170 at 875 K.

For the rates, assume that every atom striking an open site sticks and that a site collects atoms from \(0.4\times0.8=0.32\ \mathrm{nm^2}\), where 0.8 nm is the row separation. The flux \(p/\sqrt{2\pi mk_BT}\) is \(0.1124\ \mathrm{nm^{-2}\,s^{-1}}\), so

\[
k_{\rm ads}=0.0360\ \mathrm{s^{-1}},\qquad
k_{\rm des}=\frac{0.0360}{0.919}=0.0392\ \mathrm{s^{-1}}.
\]

The mean residence time is 26 s. Numerical propagation of the adsorption–desorption master equation on an initially empty 12-site ring brings the coverage within 1% of equilibrium after about 40 s. Surface diffusion is omitted; it can change this time, but not the equilibrium coverage if it respects the same statistical weights.

## Size of the neglected effects

Each row below changes one assumption and holds the other inputs fixed. Percentages are relative to \(\theta=0.269\).

| Change | \(\theta\) | Shift |
|---|---:|---:|
| Neighbour repulsion 0.3 eV, not infinite | 0.272 | +1% |
| Second-neighbour repulsion 0.02 eV | 0.250 | −7% |
| Row–row repulsion 0.02 eV | 0.257 | −4% |
| Open row of 50 sites | 0.272 | +1% |
| Gas level at 0.27 eV included | 0.264 | −2% |
| Isotropic vapour at 1100 K, same pressure | 0.257 | −4% |
| Well shallower by 0.1 eV | 0.141 | −48% |
| Well deeper by 0.1 eV | 0.373 | +39% |

The repulsion energies are illustrative. Finite neighbour repulsion replaces the zero in \(T\) by \(ye^{-W/k_BT}\), with \(W=0.3\) eV. The second-neighbour case uses a four-state matrix for pairs of sites. The row–row case uses eight coupled rows with periodic boundaries; going from six to eight rows shifts the coverage by about \(10^{-7}\). In these three cases the largest eigenvalue was differentiated numerically with respect to \(\ln y\).

The open-row value follows from the \(\binom{N-n+1}{n}\) ways to place \(n\) non-adjacent atoms on \(N\) sites. The excited gas level has degeneracy 4 and raises \(g\) to \(2+4e^{-0.27\,{\rm eV}/k_BT}\). A hotter isotropic vapour has a lower flux at the same pressure, which multiplies \(y\) by \(\sqrt{850/1100}\). At fixed gas density, which is what an ion gauge reads, the flux rises as \(\sqrt T\) instead, and the coverage shifts the other way, to 0.280.

The change in well depth has the largest effect in this table: 0.1 eV multiplies or divides \(y\) by \(e^{0.1/0.0732}\approx3.9\). The vibrational quanta, not varied here, can matter as much. They are small compared with \(k_BT\), so \(q_{\rm vib}\) varies nearly as the inverse of their product, and doubling all three divides \(y\) by about 8. Even an error of 0.01 eV in the well depth moves the coverage by about 0.012. The second and third digits therefore describe the model, not a real surface, and an error of 0.1 eV changes the first digit as well.

## Use for a real growth surface

The temperature and pressure are illustrative and are not taken from a particular growth experiment. The vapour must be undersaturated, or liquid indium can form. A rough saturation pressure of \(10^{-6}\) Torr at 870 K and a heat of vaporization of 2.4 eV, extrapolated by the Clausius–Clapeyron relation, give \(p/p_{\rm sat}\approx0.2\) at 850 K. At the same pressure this ratio rises to about 0.6 at 825 K. Both ratios are rough. A saturation pressure 40% higher would lower them by about 30%, and a change of 0.1 eV in the heat of vaporization would shift the ratio at 825 K by about 7%.

A beam-equivalent pressure cannot be inserted for \(p\). The gauge reads the beam density \(n\), and a directed beam delivers the flux \(n\bar v\), with \(\bar v\) the mean speed at the source temperature. Take a reading of \(10^{-7}\) Torr on a gauge calibrated at 300 K, a source at 1100 K, and a relative gauge sensitivity between 1 and 4. The flux is then 3 to 13 times the value used above, \(\theta\) lies between 0.36 and 0.43, and the equivalent \(p/p_{\rm sat}\) at 850 K lies between 0.7 and 2.7, so undersaturation is no longer assured. For a beam, obtain the flux first and use \(y=k_{\rm ads}/k_{\rm des}\).

Growth breaks the assumption of reversible exchange, because atoms are built into the crystal. If incorporation removes each adsorbed atom at rate \(k_{\rm inc}\) and leaves an equivalent empty site, it acts as a second desorption channel. The isotherm then holds in the steady state with

\[
y_{\rm eff}=\frac{k_{\rm ads}}{k_{\rm des}+k_{\rm inc}}.
\]

For \(k_{\rm inc}=k_{\rm des}\), the example has \(y_{\rm eff}=0.459\) and \(\theta=0.203\), a reduction of 24%. Incorporation that depends on neighbouring atoms, or that changes the sites, requires a different model.

The formula also fails if atoms can neither leave nor move. The pattern 1001001 has no open site between its atoms, yet it is less dense than 10101. Such a row can stop filling below \(\theta=1/2\) however large the pressure, and its coverage then depends on its history and not on \(y\) alone.

Numbers in the example were calculated in double precision.
